\section*{Largest series capacitance stabilizing zero polarization in a ferroelectric film}

\section{Problem}

A ferroelectric film of thickness $t=5.0$ nm lies in series with a linear dielectric layer between two metal electrodes. Its polarization $P$ points along the film normal. When $P$ is laterally uniform, the film has the free energy density
\begin{equation}
f(P)=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4,\qquad \alpha<0,\quad \beta>0 .
\end{equation}
The two coefficients are fitted to this film through its remanent polarization $P_r=0.20$ C/m$^2$ and its intrinsic coercive field $E_c=1.5\times10^{8}$ V/m. These are round model parameters. "Intrinsic" means the field at which a uniformly polarized film loses its metastable state.

The dielectric has capacitance $C_D$ per unit area. The electrodes are ideal, there is no built-in voltage, and no charge is trapped at the interface between the layers. The applied voltage is zero. What is the largest $C_D$ for which $P=0$ is stable against uniform changes of polarization, and is $P=0$ still stable at that largest value?

Here $P$ is the total polarization, so that $D=\varepsilon_0E+P$ in the film, with $E$ the macroscopic field.

\section{Hints}

\begin{enumerate}
\item The film alone obeys $E=f'(P)$. Its zero at $P\neq0$ and its turning point supply two equations for $\alpha$ and $\beta$.
\item Write the energy of the whole stack with $P$ and $D$ as independent variables. The displacement $D$ is common to both layers. With zero applied voltage the source does no work.
\item For a given $P$, the charge adjusts until the energy is lowest. Eliminate $D$ in this way and look at the coefficient of $P^2$.
\item When that coefficient vanishes, the second derivative no longer decides. Look at the next term.
\end{enumerate}

\section{Solution}

\subsection{The Landau coefficients}

In a uniform film at a controlled field $E$, equilibrium requires
\begin{equation}
E=f'(P)=\alpha P+\beta P^3 .
\end{equation}
At $E=0$ the nonzero solutions satisfy $\alpha+\beta P^2=0$, hence
\begin{equation}
P_r^2=\frac{|\alpha|}{\beta}.
\end{equation}
A state loses its stability where $dE/dP=\alpha+3\beta P^2=0$, which gives $P=\pm P_r/\sqrt3$. On the positive branch, using $\beta P_r^2=|\alpha|$, the field there is
\begin{align}
E&=-|\alpha|\frac{P_r}{\sqrt3}+\beta\frac{P_r^3}{3\sqrt3}
=-\frac{|\alpha|P_r}{\sqrt3}\left(1-\frac13\right)
=-\frac{2|\alpha|P_r}{3\sqrt3}.
\end{align}
The sign is negative because a positive polarization is reversed by a negative field. The magnitude is $E_c$, so
\begin{equation}
|\alpha|=\frac{3\sqrt3\,E_c}{2P_r},\qquad \beta=\frac{|\alpha|}{P_r^2}.
\end{equation}
The data give
\begin{align}
|\alpha|&=\frac{2.598\times1.5\times10^{8}}{0.20}=1.949\times10^{9}\ \text{m/F},\\
\beta&=\frac{1.949\times10^{9}}{0.20^2}=4.87\times10^{10}\ \text{m}^5/(\text{C}^2\,\text{F}).
\end{align}

\subsection{The energy of the stack}

The film stores $f(P)$ and the field energy $\varepsilon_0E^2/2$ per unit volume. Since $\varepsilon_0E=D-P$, the latter equals $(D-P)^2/(2\varepsilon_0)$. Without trapped charge, $D$ is continuous across the interface and equals the free charge per unit area on one electrode. The dielectric therefore stores $D^2/(2C_D)$ per unit area. At an applied voltage $V$ one would subtract the source term $VD$; here $V=0$, and the function to be minimized is
\begin{equation}
U(P,D)=t\left[f(P)+\frac{(D-P)^2}{2\varepsilon_0}\right]+\frac{D^2}{2C_D}.
\end{equation}
Its two stationarity conditions have a direct meaning:
\begin{align}
\frac{\partial U}{\partial P}=0:&\quad f'(P)=\frac{D-P}{\varepsilon_0}=E,\\
\frac{\partial U}{\partial D}=0:&\quad t\,\frac{D-P}{\varepsilon_0}+\frac{D}{C_D}=tE+\frac{D}{C_D}=0 .
\end{align}
The first is the film's equation of state. The second says that the voltages across the two layers add to zero.

\subsection{Eliminating the charge}

Define $C_0=\varepsilon_0/t$. The second condition becomes
\begin{equation}
\frac{D-P}{C_0}+\frac{D}{C_D}=0
\quad\Rightarrow\quad
D\left(\frac1{C_0}+\frac1{C_D}\right)=\frac{P}{C_0}.
\end{equation}
Multiplication by $C_0C_D$ gives
\begin{equation}
D=\frac{C_D}{C_D+C_0}P,\qquad
D-P=-\frac{C_0}{C_D+C_0}P .
\end{equation}
This is a minimum with respect to $D$, because $\partial^2U/\partial D^2=1/C_0+1/C_D>0$. Nothing is lost by inserting it: the lowest energy over both variables is the lowest energy over $P$ of the reduced function. The two electrostatic terms add to
\begin{align}
\frac{(D-P)^2}{2C_0}+\frac{D^2}{2C_D}
&=\frac{P^2}{2}\,\frac{C_0+C_D}{(C_D+C_0)^2}
=\frac{P^2}{2(C_D+C_0)} .
\end{align}
The reduced energy is
\begin{equation}
U(P)=\frac{A}{2}P^2+\frac{t\beta}{4}P^4,\qquad
A=-|\alpha|t+\frac{1}{C_D+C_0}.
\end{equation}
The positive part of $A$ is the electrostatic cost of the polarization. The dielectric stores the fraction $C_D/(C_D+C_0)$ of this energy, and the depolarizing field in the film stores the rest. For $C_D\gg C_0$ the charge compensates $P$ almost completely, and nearly all of the cost lies in the dielectric. A smaller $C_D$ then raises the cost because the energy $D^2/(2C_D)$ of nearly the same charge is larger.

\subsection{The threshold and its endpoint}

If $A>0$, both terms of $U(P)$ are positive for $P\neq0$, and $P=0$ is the global minimum. If $A<0$, $P=0$ is a local maximum of $U(P)$. If $A=0$,
\begin{equation}
U(P)=\frac{t\beta}{4}P^4>0\quad (P\neq0),
\end{equation}
so $P=0$ is still the strict global minimum. The endpoint belongs to the stable range because $\beta>0$. Stability thus means $A\ge0$, or
\begin{equation}
C_D+C_0\le\frac{1}{|\alpha|t},
\end{equation}
and the largest admissible capacitance is
\begin{equation}
\boxed{C_{\max}=\frac1t\left(\frac1{|\alpha|}-\varepsilon_0\right)}
\end{equation}
A positive $C_{\max}$ requires $\varepsilon_0|\alpha|<1$. Here this product is $0.017$. If it were one or larger, no positive series capacitance would stabilize $P=0$ in this model.

With $|\alpha|t=9.743$ m$^2$/F and $C_0=0.00177$ F/m$^2$,
\begin{equation}
C_{\max}=\frac{1}{9.743}-0.00177=0.10264-0.00177=0.1009\ \text{F/m}^2,
\end{equation}
or $10.09\ \mu$F/cm$^2$. A separate numerical test locates the zero of the lowest curvature of $U(P,D)$, without eliminating $D$, and finds the same threshold. At the endpoint the energy needed to reach $P=P_r$ is $t\beta P_r^4/4=0.0974$ J/m$^2$, all of it quartic.

\subsection{What the number depends on}

Dropping $\varepsilon_0$ would give $0.1026$ F/m$^2$, which is $1.8\%$ above $C_{\max}$. That value would be correct if the polynomial had been fitted as a function of the free charge $D$ instead of $P$. The stack energy would then be $tf(D)+D^2/(2C_D)$, with curvature $-|\alpha|t+1/C_D$ at $D=0$. The variable used in the fit must therefore be known.

The coercive field matters far more. If a measured loop switches by domain motion at a field below the intrinsic one, inserting that field makes $|\alpha|$ too small and $C_{\max}$ too large. For an intrinsic field twice the one used here, at the same $P_r$, $|\alpha|$ doubles and
\begin{equation}
C_{\max}=\frac{0.10264}{2}-0.00177=0.04955\ \text{F/m}^2 .
\end{equation}

At fixed coefficients $C_{\max}$ varies as $1/t$. Since the coefficients were fitted to a 5 nm film, using this scaling for another thickness assumes that they do not change with thickness.

\subsection{Reading the threshold as capacitance matching}

At $P=0$ the equation of state gives $dP/dE=1/\alpha$. The small-signal capacitance of the film per unit area is
\begin{equation}
C_F=\frac1t\frac{dD}{dE}=\frac1t\left(\varepsilon_0-\frac{1}{|\alpha|}\right)=-C_{\max}.
\end{equation}
The film has a negative capacitance at this point, and the threshold is reached when the positive capacitance in series equals its magnitude. For $C_D<C_{\max}$ the stack as a whole has
\begin{equation}
\frac1C=\frac1{C_D}-\frac1{C_{\max}}
\quad\Rightarrow\quad
C=\frac{C_D}{1-C_D/C_{\max}}>C_D .
\end{equation}
For a small applied voltage $V$, the charge is $D=CV$. The dielectric carries $D/C_D$ and the film carries the remainder:
\begin{equation}
\frac{V_D}{V}=\frac{1}{1-C_D/C_{\max}},\qquad
\frac{V_F}{V}=1-\frac{V_D}{V}.
\end{equation}
At $C_D=0.8\,C_{\max}=0.0807$ F/m$^2$ the first ratio is $1/0.2=5$ and the second is $-4$. The stack capacitance is $5\times0.0807=0.403$ F/m$^2$. These are small-signal values. The term $\beta P^3$ lowers the differential ratio $dV_D/dV$ to about $4.5$ at $V=50$ mV and $3.6$ at $0.1$ V. They also require the film to stay uniform; Variation 2 shows how domains can prevent this.

The small-signal capacitance diverges at $C_D=C_{\max}$, but the charge at a finite voltage does not. To see this, insert $D=P+\varepsilon_0E$ into $V=tE+D/C_D$:
\begin{equation}
V=\left(t+\frac{\varepsilon_0}{C_D}\right)E+\frac{P}{C_D}.
\end{equation}
At the endpoint $1/C_{\max}=|\alpha|t/(1-\varepsilon_0|\alpha|)$, and therefore
\begin{equation}
t+\frac{\varepsilon_0}{C_{\max}}
=t\,\frac{1-\varepsilon_0|\alpha|+\varepsilon_0|\alpha|}{1-\varepsilon_0|\alpha|}
=\frac{t}{1-\varepsilon_0|\alpha|}.
\end{equation}
With $E=-|\alpha|P+\beta P^3$ the linear terms cancel:
\begin{equation}
V=\frac{t}{1-\varepsilon_0|\alpha|}\left(-|\alpha|P+\beta P^3+|\alpha|P\right)
=\frac{t\beta P^3}{1-\varepsilon_0|\alpha|}.
\end{equation}
The polarization grows as $V^{1/3}$. Its slope is infinite at $V=0$, while $P$ itself returns to zero with the voltage.

\section{Variation 1: a capacitance above the limit}

\textbf{Question.} The dielectric is replaced by one with $C_D=1.2\,C_{\max}$. Which uniform polarization appears at zero voltage?

\textbf{Solution.} Now $A<0$. The condition $U'(P)=P(A+t\beta P^2)=0$ has the nonzero solutions
\begin{equation}
P^2=\frac{-A}{t\beta}
=\frac{|\alpha|}{\beta}\left[1-\frac{1}{|\alpha|t(C_D+C_0)}\right]
=P_r^2\left[1-\frac{1}{|\alpha|t(C_D+C_0)}\right].
\end{equation}
They are minima, since $U''=A+3t\beta P^2=-2A>0$. To expose the distance from the threshold, use $|\alpha|t(C_{\max}+C_0)=1$ and define
\begin{equation}
x=|\alpha|t\,(C_D-C_{\max}),\qquad
|\alpha|t(C_D+C_0)=1+x,\qquad
P^2=P_r^2\,\frac{x}{1+x}.
\end{equation}
Just above the threshold $|P|\approx P_r\sqrt{x}$, so the polarization starts continuously from zero. For $C_D\to\infty$ the dielectric acts as a short circuit and $|P|\to P_r$.

In the example $C_D=0.1210$ F/m$^2$, so
\begin{align}
x&=9.743\times(0.12104-0.10087)=0.197,\\
|P|&=0.20\sqrt{\frac{0.197}{1.197}}=0.081\ \text{C/m}^2 .
\end{align}
An excess of $20\%$ in capacitance already restores about $40\%$ of the remanent polarization. Direct minimization over $P$ and $D$ gives the same value. This is the lowest uniform state, with energy $-A^2/(4t\beta)=-0.0026$ J/m$^2$, but it need not be the lowest state overall. For the permittivity and the $g$ of Variation 2 the layer is $1.46$ nm thick and would carry a field of $4.5\times10^8$ V/m. The lowest stiffness $S$ defined there is then $-2.55$ m$^2$/F. A single modulation $p\cos kx$ has the energy $Sp^2/4+3t\beta p^4/32$, whose minimum $-S^2/(6t\beta)=-0.0045$ J/m$^2$ lies below the uniform value.

\section{Variation 2: is the uniform criterion enough?}

\textbf{Question.} The dielectric has relative permittivity $20$, and its thickness $t_d$ is chosen so that $C_D=C_{\max}$. A lateral variation of $P$ costs the energy density $\frac g2(\partial P/\partial x)^2$. How large must $g$ be for $P=0$ to withstand a modulation $P=p\cos kx$ that is constant through the film? What happens for $g=5\times10^{-10}$ m$^3$/F?

\textbf{Solution.} Let $\varepsilon_d$ be the permittivity of the dielectric. Its thickness is
\begin{equation}
t_d=\frac{\varepsilon_d}{C_{\max}}
=\frac{20\times8.854\times10^{-12}}{0.1009}\ \text{m}=1.76\ \text{nm}.
\end{equation}
For this permittivity it is also the minimum thickness allowed by the uniform criterion. A real layer this thin leaks by tunnelling, and the leakage can in time supply the interface charge that the model excludes.

Place the film at $0<z<t$ and the dielectric at $t<z<t+t_d$, with both electrodes at zero potential. Assume that the film has no polarization in its plane. The bound charge at $z=0$ is screened by the adjacent electrode; at $z=t$ there is a sheet charge $p\cos kx$. Laplace's equation and the electrode conditions give the potential
\begin{equation}
\phi=\Phi\cos kx\times
\begin{cases}
\sinh(kz)/\sinh(kt), & 0<z<t,\\
\sinh[k(t+t_d-z)]/\sinh(kt_d), & t<z<t+t_d .
\end{cases}
\end{equation}
Continuity of the normal displacement at $z=t$ requires $\varepsilon_dE_z(t^+)-\varepsilon_0E_z(t^-)=p\cos kx$. With $E_z=-\partial\phi/\partial z$ this becomes
\begin{equation}
K(k)\,\Phi=p,\qquad
K(k)=\varepsilon_0k\coth(kt)+\varepsilon_dk\coth(kt_d).
\end{equation}
The electrostatic energy per area is half the charge times the potential, averaged over $x$: $\frac12p\Phi\langle\cos^2kx\rangle=p^2/(4K)$. The Landau and gradient terms average to $\alpha tp^2/4$ and $gtk^2p^2/4$. To second order in $p$ the energy is $\frac14S(k)p^2$, with the stiffness
\begin{equation}
S(k)=-|\alpha|t+gtk^2+\frac{1}{K(k)} .
\end{equation}
For $k\to0$, $K\to C_0+C_D$ and the uniform criterion returns.

To treat all $k$, use the expansion
\begin{equation}
k\coth(kd)=\frac1d+\frac2d\sum_{n=1}^{\infty}\frac{k^2}{k^2+n^2\pi^2/d^2}.
\end{equation}
Each term is concave in $k^2$, and the slope at $k^2=0$ is $\frac{2d}{\pi^2}\sum_n n^{-2}=d/3$. A concave function lies below its tangent, so
\begin{equation}
K(k)\le K(0)+\kappa k^2,\qquad
\kappa=\frac{\varepsilon_0t+\varepsilon_dt_d}{3}.
\end{equation}
Now use $1/(1+y)\ge1-y$ for $y\ge0$, and $K(0)=1/(|\alpha|t)$ at the uniform limit:
\begin{equation}
\frac1{K(k)}\ge|\alpha|t-\kappa\alpha^2t^2k^2
\quad\Rightarrow\quad
S(k)\ge tk^2\left(g-\kappa\alpha^2t\right).
\end{equation}
Hence $g\ge\kappa\alpha^2t$ suffices for $S\ge0$ at every $k$. It is also necessary, because the right-hand side is the leading term of $S$ at small $k$. The required coefficient is
\begin{equation}
g_{\min}=\frac{\alpha^2t}{3}\left(\varepsilon_0t+\varepsilon_dt_d\right)
=2.25\times10^{-9}\ \text{m}^3/\text{F}.
\end{equation}

The given $g$ is smaller by a factor of about $4.5$. The lowest stiffness is then $-2.2$ m$^2$/F, at a wavelength of $6.9$ nm. At $C_D=C_{\max}$ the state $P=0$ resists uniform polarization but is unstable towards domains.

A thicker layer of the same dielectric does not cure this. At the wavelength above, $k=2\pi/(6.94\ \text{nm})=9.05\times10^8$ m$^{-1}$. Since $\coth\ge1$, every $t_d$ obeys $1/K\le1/[(\varepsilon_0+\varepsilon_d)k]=5.94$ m$^2$/F. With $gtk^2=2.05$ m$^2$/F,
\begin{equation}
S\le-9.74+2.05+5.94=-1.75\ \text{m}^2/\text{F}<0 .
\end{equation}
The opposite charges of neighbouring domains compensate each other laterally, so the position of the far electrode has a limited effect: moving it from $t_d=1.76$ nm to infinity raises $1/K$ only from $5.49$ to $5.94$ m$^2$/F.

For this $g$, then, $C_{\max}$ answers the uniform question alone. In general $C_D\le C_{\max}$ is necessary for a stable $P=0$, because uniform changes are among the possible ones. Even $g\ge g_{\min}$ excludes just the modulations considered here, in a film without in-plane polarization. An in-plane polarization that responds to the lateral field lowers the electrostatic cost of a modulation and so raises the required $g$. A linear in-plane permittivity $\varepsilon_x$ replaces $\varepsilon_0t$ by $\varepsilon_xt$ in $\kappa$; for $\varepsilon_x=30\,\varepsilon_0$ the required $g$ grows by a factor $4.6$, to $1.0\times10^{-8}$ m$^3$/F. Modulations that vary through the film thickness need a separate calculation.

\section*{Computed values}
\begin{verbatim}
film thickness t = 5.0 nm
remanent polarization P_r = 0.20 C/m^2
intrinsic coercive field E_c = 1.50e+08 V/m
vacuum permittivity eps0 = 8.85419e-12 F/m
alpha = -1.94856e+09 m/F
beta = 4.87139e+10 m^5/(C^2 F)
eps0*|alpha| = 0.01725 (dimensionless)
|alpha|*t = 9.74279 m^2/F
1/(|alpha|*t), eps0 dropped = 0.10264 F/m^2
C_0 = eps0/t = 0.00177 F/m^2
C_max from formula = 0.10087 F/m^2
C_max converted = 10.087 microF/cm^2
C_max from numerical Hessian = 0.10087 F/m^2
C_max for doubled E_c = 0.04955 F/m^2
film capacitance at P=0, C_F = -0.10087 F/m^2
endpoint energy at P=P_r = 0.09743 J/m^2
C_D = 0.8 C_max = 0.08070 F/m^2
|P| at 0.8 C_max below 1e-4 P_r: True
stack capacitance at 0.8 C_max = 0.40348 F/m^2
dielectric voltage / applied voltage = 5.0000
film voltage / applied voltage = -4.0000
C_D = 1.2 C_max = 0.12104 F/m^2
|P| at 1.2 C_max, minimized = 0.08106 C/m^2
|P| at 1.2 C_max, formula = 0.08106 C/m^2
dielectric relative permittivity = 20.0
minimum dielectric thickness = 1.7556 nm
g needed at C_max, formula = 2.2475e-09 m^3/F
g needed at C_max, numerical scan = 2.2471e-09 m^3/F
example g = 5.0e-10 m^3/F
lowest mode stiffness for example g = -2.2073 m^2/F
wavelength of that mode = 6.943 nm
\end{verbatim}
